# Fowler-Nordheim slope constant for electron tunnelling through silica: a numerical check

```python
"""Fowler-Nordheim slope constant for tunnelling through silica.

Result under test: J = A F^2 exp(-B/F) at leading order in F/B, with
    B = 4 sqrt(2 m) phi^(3/2) / (3 q hbar),   A = q^3 / (16 pi^2 hbar phi).
phi: barrier height above the emitter Fermi level; m: oxide tunnelling mass;
F: oxide field; q: elementary charge; J: current density.
Model: zero temperature, wide-band emitter, conserved transverse wavevector,
parabolic oxide band, no image force. SI units inside, converted on printing.
"""
import numpy as np
from scipy.constants import e as q, hbar, m_e
from scipy.special import airy

MV_CM = 1.0e8          # V/m in one MV/cm
NM = 1.0e-9
phi_eV, mass_ratio = 3.15, 0.42
phi, m_ox = phi_eV * q, mass_ratio * m_e
thickness = 10 * NM
F_example = 8 * MV_CM
fields = np.linspace(6, 10, 9) * MV_CM


def slope_constant(height, mass):
    return 4 * np.sqrt(2 * mass) * height**1.5 / (3 * q * hbar)


def wkb_exponent(height, field, mass, d):
    """Twice the integral of the decay constant over the forbidden region.

    The quadrature variable s, with x = x_exit (1 - s^2), removes the
    square-root end point; the region is cut off at the oxide thickness d.
    """
    nodes, weights = np.polynomial.legendre.leggauss(24)
    h = np.asarray(height, dtype=float)[..., None]
    x_exit = h / (q * field)
    s_low = np.sqrt(np.maximum(0.0, 1 - d / x_exit))
    s = s_low + (1 - s_low) * (nodes + 1) / 2
    x = x_exit * (1 - s**2)
    kappa = np.sqrt(2 * mass * np.maximum(h - q * field * x, 0.0)) / hbar
    dx = 2 * x_exit * s * (1 - s_low) / 2 * weights
    return np.sum(2 * kappa * dx, axis=-1)


def current_from_states(field):
    """Sum WKB transmission over depth below Fermi level and wavevector."""
    nodes, weights = np.polynomial.legendre.leggauss(80)
    depth_max = 2.5 * q
    k_max = np.sqrt(2 * m_ox * depth_max) / hbar
    depth = depth_max * (nodes + 1) / 2
    k_t = k_max * (nodes + 1) / 2
    height = phi + depth[:, None] + (hbar * k_t[None, :])**2 / (2 * m_ox)
    trans = np.exp(-wkb_exponent(height, field, m_ox, thickness))
    w_depth = weights * depth_max / 2
    w_k = weights * k_max / 2 * 2 * np.pi * k_t / (2 * np.pi)**2
    return 2 * q / (2 * np.pi * hbar) * (w_depth @ trans @ w_k)


def airy_transmission(field, emitter_energy):
    """Transmission from a flat emitter (mass m_e) into an endless ramp."""
    k = np.sqrt(2 * m_e * emitter_energy) / hbar
    g = (2 * m_ox * q * field / hbar**2)**(1 / 3)
    z0 = g * phi / (q * field)
    ai, aip, bi, bip = airy(z0)
    psi = bi + 1j * ai                    # outgoing wave beyond the exit
    dpsi = -g * (bip + 1j * aip)
    incident = 0.5 * (psi + dpsi * m_e / (1j * k * m_ox))
    return (g / (np.pi * m_ox)) / (k * abs(incident)**2 / m_e)


def plot_slope(log_values):
    """Magnitude of the fitted slope against 1/F, in V/m."""
    inverse = MV_CM / fields
    return -np.polyfit(inverse, log_values, 1)[0] * MV_CM


B = slope_constant(phi, m_ox)
A = q**3 / (16 * np.pi**2 * hbar * phi)
delta = F_example / B

# The stated value, and the exponent from quadrature in a thick oxide
assert abs(B / MV_CM - 247) < 1
for F in fields:
    assert abs(wkb_exponent(phi, F, m_ox, thickness) * F / B - 1) < 1e-9
exponent = float(wkb_exponent(phi, F_example, m_ox, thickness))

# A thin oxide: trapezoidal barrier, smaller exponent
d_thin = 3 * NM
thin_exponent = float(wkb_exponent(phi, F_example, m_ox, d_thin))
thin_formula = B / F_example * (1 - (1 - q * F_example * d_thin / phi)**1.5)
assert abs(thin_exponent / thin_formula - 1) < 1e-9
assert thin_exponent < 0.95 * exponent

# Sum over emitter states against the closed law and its first correction
J_sum = np.array([current_from_states(F) for F in fields])
J_example = current_from_states(F_example)
J_law = A * F_example**2 * np.exp(-B / F_example)
log_ratio = np.log(J_example / J_law)
assert abs(log_ratio + delta) < 3 * delta**2      # next order in F/B
slope_sum = plot_slope(np.log(J_sum / fields**2))
assert 0 < B - slope_sum < fields[-1]**2 / B

# Energy scale: numerical derivative of the exponent with barrier height
eps0 = 2 * phi * F_example / (3 * B)
step = 1e-3 * q
rate = (wkb_exponent(phi + step, F_example, m_ox, thickness)
        - wkb_exponent(phi - step, F_example, m_ox, thickness)) / (2 * step)
assert abs(rate * eps0 - 1) < 1e-5

# Airy transmission: slope and field-independent prefactor
emitter_eV = (2.0, 10.0)
airy_slopes, airy_prefactors = [], []
for energy_eV in emitter_eV:
    T = np.array([airy_transmission(F, energy_eV * q) for F in fields])
    slope = plot_slope(np.log(T))
    assert abs(slope - B) < fields[-1]**2 / B
    eta = np.sqrt(phi * m_e / (energy_eV * q * m_ox))
    limit = 4 * eta / (1 + eta**2)
    assert np.all(abs(T * np.exp(B / fields) / limit - 1) < fields / B)
    airy_slopes.append(slope)
    airy_prefactors.append(limit)

# Sensitivity, tested with exponents obtained by quadrature
d_phi, d_mass = 0.05, 0.01
B_phi = F_example * float(wkb_exponent(phi + d_phi * q, F_example,
                                       m_ox, thickness))
B_mass = F_example * float(wkb_exponent(phi, F_example,
                                        m_ox + d_mass * m_e, thickness))
assert abs((B_phi / B - 1) / (1.5 * d_phi / phi_eV) - 1) < 0.02
assert abs((B_mass / B - 1) / (0.5 * d_mass / mass_ratio) - 1) < 0.02
other_phi = 3.0
other_mass = mass_ratio * (phi_eV / other_phi)**3
other_exponent = wkb_exponent(other_phi * q, F_example,
                              other_mass * m_e, thickness)
assert abs(other_exponent / exponent - 1) < 1e-9

print(f"barrier height: {phi_eV:.2f} eV")
print(f"oxide mass: {mass_ratio:.2f} m_e")
print(f"unit constant (1 eV, m_e): {slope_constant(q, m_e)/MV_CM:.3f} MV/cm")
print(f"square root of mass ratio: {np.sqrt(mass_ratio):.5f}")
print(f"barrier to the power 3/2: {phi_eV**1.5:.4f} eV^1.5")
print(f"slope constant B: {B/MV_CM:.2f} MV/cm")
print(f"slope constant B: {B*NM:.3f} V/nm")
print(f"decimal-log slope B/ln10: {B/np.log(10)/MV_CM:.2f} MV/cm")
print(f"oxide thickness: {thickness/NM:.1f} nm")
print(f"field range: {fields[0]/MV_CM:.1f} to {fields[-1]/MV_CM:.1f} MV/cm")
print(f"example field: {F_example/MV_CM:.1f} MV/cm")
print(f"oxide voltage at example field: {F_example*thickness:.2f} V")
print(f"exit distance at example field: {phi/(q*F_example)/NM:.3f} nm")
print(f"exit distance at lowest field: {phi/(q*fields[0])/NM:.3f} nm")
print(f"WKB exponent at example field: {exponent:.3f}")
print(f"exp(-exponent): {np.exp(-exponent):.3e}")
print(f"energy scale eps0: {eps0/q:.4f} eV")
print(f"prefactor A: {A:.3e} A/V^2")
print(f"J from closed law: {J_law*1e-4:.3e} A/cm^2")
print(f"J from sum over states: {J_example*1e-4:.3e} A/cm^2")
print(f"ln(J sum / J law): {log_ratio:.4f}")
print(f"-F/B: {-delta:.4f}")
print(f"fitted slope, sum over states: {slope_sum/MV_CM:.2f} MV/cm")
print(f"F^2/B at example field: {F_example**2/B/MV_CM:.3f} MV/cm")
for energy_eV, slope, limit in zip(emitter_eV, airy_slopes, airy_prefactors):
    print(f"Airy, emitter energy {energy_eV:.1f} eV: slope "
          f"{slope/MV_CM:.2f} MV/cm, prefactor {limit:.3f}")
print(f"thin oxide: {d_thin/NM:.1f} nm, voltage {F_example*d_thin:.2f} V")
print(f"thin-oxide exponent: {thin_exponent:.3f}")
print(f"B with barrier {phi_eV+d_phi:.2f} eV: {B_phi/MV_CM:.2f} MV/cm")
print(f"B with mass {mass_ratio+d_mass:.2f} m_e: {B_mass/MV_CM:.2f} MV/cm")
print(f"B with free mass: {slope_constant(phi, m_e)/MV_CM:.2f} MV/cm")
print(f"same B: barrier {other_phi:.2f} eV, mass {other_mass:.4f} m_e")
print("checks complete")
```

Output:

```
barrier height: 3.15 eV
oxide mass: 0.42 m_e
unit constant (1 eV, m_e): 68.309 MV/cm
square root of mass ratio: 0.64807
barrier to the power 3/2: 5.5907 eV^1.5
slope constant B: 247.50 MV/cm
slope constant B: 24.750 V/nm
decimal-log slope B/ln10: 107.49 MV/cm
oxide thickness: 10.0 nm
field range: 6.0 to 10.0 MV/cm
example field: 8.0 MV/cm
oxide voltage at example field: 8.00 V
exit distance at example field: 3.937 nm
exit distance at lowest field: 5.250 nm
WKB exponent at example field: 30.937
exp(-exponent): 3.666e-14
energy scale eps0: 0.0679 eV
prefactor A: 4.893e-07 A/V^2
J from closed law: 1.148e-06 A/cm^2
J from sum over states: 1.113e-06 A/cm^2
ln(J sum / J law): -0.0308
-F/B: -0.0323
fitted slope, sum over states: 247.28 MV/cm
F^2/B at example field: 0.259 MV/cm
Airy, emitter energy 2.0 eV: slope 247.56 MV/cm, prefactor 1.631
Airy, emitter energy 10.0 eV: slope 247.50 MV/cm, prefactor 1.979
thin oxide: 3.0 nm, voltage 2.40 V
thin-oxide exponent: 27.343
B with barrier 3.20 eV: 253.41 MV/cm
B with mass 0.43 m_e: 250.42 MV/cm
B with free mass: 381.89 MV/cm
same B: barrier 3.00 eV, mass 0.4862 m_e
checks complete
```
